Zone folding in a ten-monolayer silicon-germanium superlattice

**Problem.** A superlattice grown along [001] repeats six monolayers of silicon and four of germanium. Silicon's conduction band has six equivalent Delta minima. The two on the growth axis lie at ±k₀, with k₀ = 0.854 of the distance from Γ to X. This value was computed for unstrained silicon in a plane-wave basis with a local empirical pseudopotential, a smooth model potential with three adjustable Fourier components and no spin-orbit coupling.

(a) Show that the bulk point 0.8 of the way from Γ to X folds onto the superlattice zone centre, and find where X and k₀ go.

(b) Does the folding make the band gap direct and its optical transition allowed?

Take perfectly periodic layers, and at first give both materials silicon's cubic lattice constant, a = 0.543 nm (a rough typical value). A monolayer is one atomic plane, and neighbouring planes are a/4 apart.

**A tempting solution**

The cubic cell repeats after a length a, so the bulk zone boundary X lies at π/a. Ten monolayers have the thickness

L = 10 × a/4 = 2.5a,

and the shortest superlattice reciprocal vector along the axis is

2π/L = 0.8 π/a.

This is 0.8 of the distance to X. Subtracting it once carries the point 0.8 to the zone centre. The conduction minimum is close by, so the superlattice has a direct gap and absorbs light as strongly as a direct-gap semiconductor.

**Where it fails**

The number 0.8 is the requested one, but the argument for it is wrong. If X were at π/a, the bulk bands would repeat along the axis after 2π/a, which is 2 in units of the supposed Γ-X distance. Folded points spaced by 0.8 would then number 2/0.8 = 2.5 per bulk period. A count of distinct wavevectors must be a whole number.

The error is the use of the cubic cell, which is not primitive. The face-centred cubic lattice contains the translation (a/2, 0, a/2), which rises by a/2 only. A bulk reciprocal vector (0, 0, g) must give this translation a phase that is a multiple of 2π:

g a/2 = 2πn, so g = 4πn/a.

The shortest such vector is 4π/a, and X is halfway along it, at 2π/a. The vector 0.8 π/a found above is therefore 0.4 of the true Γ-X distance. The tempting solution folded the wrong point and gave it the right name.

Its last sentence contains a second error. Folding changes the label of a state. It does not move the minimum to the folded point, and it does not change a matrix element.

**Solution of (a): the folded points**

Every face-centred cubic translation has the form (a/2)(p, q, r), with p, q, r integers whose sum is even. The superlattice keeps those translations whose vertical part is a multiple of L = 5a/2. For one period r = 5, which is odd, so p + q must be odd as well. A purely vertical shift by L is therefore not allowed, but a shift with a sideways part is. Primitive vectors of the superlattice are

A₁ = (a/2, a/2, 0)
A₂ = (a/2, −a/2, 0)
A₃ = (a/2, 0, 5a/2).

The first two span an area a²/2, so the cell volume is (a²/2)(5a/2) = 5a³/4. The bulk primitive cell has volume a³/4. The superlattice cell thus holds five bulk cells, or ten atoms.

For a reciprocal vector G = (0, 0, g), the conditions from A₁ and A₂ hold at once, because those vectors are horizontal. The third condition gives

G·A₃ = g(5a/2) = 2πn
g = 4πn/(5a) = 0.4n (2π/a).

From here on, wavevectors along the axis are given as fractions of the Γ-X distance 2π/a = 11.57 nm⁻¹. The superlattice vectors are 0.4n, and the zone boundary is at half the shortest one, 0.2. Taking n = 2,

0.8 − 2 × 0.4 = 0.

This is the required result: the bulk point 0.8 folds onto the zone centre, through the second reciprocal vector.

Bloch's theorem says the same thing in terms of the wave function. A bulk state at 0.8 acquires the phase 0.8(2π/a)(5a/2) = 4π under A₃, and no phase under A₁ or A₂. It therefore repeats from one superlattice cell to the next, which is what defines a zone-centre state.

Bulk wavevectors that differ by 2 are equivalent. The distinct points folding onto Γ are therefore 0, 0.4, 0.8, 1.2 and 1.6, or equally 0, ±0.4 and ±0.8. There are five of them, as many as there are bulk cells in the superlattice cell, so none is missing.

The other two points asked for are

X: 1 − 0.8 = 0.2, the zone boundary
k₀: 0.854 − 0.8 = 0.054.

The opposite valley goes to −0.054. The residual wavevector is about 0.63 nm⁻¹. In the same bulk calculation, the energy at 0.8 lies E₀ = 17.0 meV above the minimum. (The plane-wave basis is modest: a converged one gives 16.7 meV, and lowers the 35 meV quoted in the strain section to 34 meV.) The folding brings a state close to the conduction edge to Γ, but not the edge itself.

The same argument for any even number N of monolayers gives fold points at 4n/N. With k₀ held fixed, the nearest ones are:

N = 8: 1.000, a distance 0.146 from k₀
N = 10: 0.800, a distance 0.054
N = 12: 1.000, a distance 0.146
N = 14: 0.857, a distance 0.003

Periods of four and six layers miss by 0.146 and 0.188. Ten is thus the best even period from four to twelve, while fourteen fits the minimum more closely. With eight layers the nearest state brought to Γ is X itself, 128 meV above the minimum.

**Solution of (b): is the gap direct?**

Let q be the superlattice wavevector along the axis and q₀ = 0.054 the residual. Near Γ the two folded valleys can be modelled as parabolas centred at +q₀ and −q₀. Measured from the bulk minimum, their energies are

E₊ = h(q − q₀)², E₋ = h(q + q₀)²,

where h is fixed by hq₀² = E₀. Both equal E₀ at Γ, where they cross. The contrast between the layers can couple them with a matrix element of magnitude W. The mean of the two energies is h(q² + q₀²), and half their difference has magnitude 2hq₀|q|. The lower eigenvalue of the two-by-two problem is therefore

E(q) = h(q² + q₀²) − √(4h²q₀²q² + W²).

Setting its derivative to zero gives

2hq [1 − 2hq₀²/√(4h²q₀²q² + W²)] = 0.

One solution is q = 0. The other requires the square root to equal 2hq₀² = 2E₀. Squaring, and using 4h²q₀²q² = 4E₀²(q/q₀)²,

4E₀²(q/q₀)² + W² = 4E₀²
q = ±q₀ √[1 − (W/2E₀)²].

This pair exists for W < 2E₀. The second derivative at q = 0 is 2h(1 − 2E₀/W), which is then negative, so Γ is a local maximum between two minima. For W > 2E₀ the minimum is at Γ. In this model a direct conduction edge needs a coupling above 2 × 17.0 = 34 meV, which means a splitting 2W at Γ above 68 meV.

To estimate the coupling in a simple model, the pseudopotential calculation was repeated in the ten-atom cell, with silicon atoms throughout and a potential step U = 0.50 eV added over the four germanium layers. The step is a round model parameter. It raises valence and conduction states alike and does not replace a germanium atomic potential. The folded pair at Γ splits by 9.2 meV, so W is about 4.6 meV, far below 34 meV. The lowest conduction state on the axis stays at 0.055, and Γ lies 10.4 meV above it. (With a converged basis these numbers become 9.3 meV, 0.054 and 9.9 meV.)

The two-valley formula can be compared with this. Its energy at Γ is E₀ − W. At the minimum, q² = q₀² − q₀²(W/2E₀)² and the root is 2E₀, so

E(min) = E₀[2 − (W/2E₀)²] − 2E₀ = −W²/(4E₀).

The height of Γ above the minimum is then

E₀ − W + W²/(4E₀) = 17.0 − 4.6 + 0.3 = 12.7 meV.

The full model gives 10.4 meV. The two-valley formula leaves out mixing with other folded bands and any departure of the valleys from parabolas; the source of the remaining 2.3 meV was not isolated. Either way, if the valence maximum stays at Γ, the gap is slightly indirect in this step model. This does not settle the question for a real Si₆Ge₄ stack. A step that varies only with height couples the valleys weakly. A rough atomic contrast can be made by placing the difference of germanium and silicon form factors (−0.02, −0.03 and −0.02 Ry at squared wavevectors 3, 8 and 11) on the four germanium sites and interpolating in wavevector. It gives splittings of about 67 to 78 meV, depending on how the difference is continued to small wavevector, and puts the minimum along the axis at or very near Γ. These values lie close to or above the 68 meV threshold, which is itself only a guide. What folding guarantees is the position of the states; whether the edge is direct depends on the size of the coupling, and on the other four valleys treated below.

At 300 K the thermal energy is 25.9 meV. For a dilute electron gas, the occupation of the lower Γ state relative to the minimum is exp(−10.4/25.9) = 0.67. Electrons therefore reach Γ easily. Whether they emit light there is a separate matter.

**Solution of (b): is the transition allowed?**

First remove the layer contrast. Let v be a valence state at bulk wavevector 0 and c the conduction state at 0.8. The photon's wavevector is negligible on this scale, so the optical strength depends on the momentum matrix element ⟨v|p|c⟩. Momentum commutes with the bulk translation R = (a/2, 0, a/2). Translating both states by R leaves the matrix element unchanged, but Bloch's theorem multiplies it by a phase:

⟨v|p|c⟩ = exp(iφ) ⟨v|p|c⟩, with φ = 0.8(2π/a)(a/2) = 0.8π.

This phase factor is not 1, so the matrix element must vanish. In the superlattice zone the transition is vertical, and it is still forbidden.

Layer contrast breaks the translation R. To first order in the step potential V, whose height is U, each state acquires small parts of others, and the matrix element becomes

M = Σₘ ⟨v|p|m⟩⟨m|V|c⟩/(E_c − E_m) + Σₘ ⟨v|V|m⟩⟨m|p|c⟩/(E_v − E_m).

In the first sum m has bulk wavevector 0; in the second it has 0.8. States degenerate with c are left out of the first sum, and those degenerate with v out of the second. Every term is proportional to U, so for weak contrast the strength |M|² grows as U².

The potential must supply the missing wavevector 0.8, up to the bulk period 2. One source is its Fourier component n = 2. With s the height in monolayers, measured from the middle of the germanium layers,

Vₙ = (U/10) ∫ exp(−2πi n s/10) ds, from s = −2 to 2
Vₙ = U sin(0.4πn)/(πn).

For n = 2 and U = 0.50 eV this is 0.50 × 0.588/6.283 = 0.047 eV. The component n = −3 also contributes, because −1.2 and 0.8 differ by 2, and so do n = 7, −8 and so on. In this model n = −3 dominates: at weak contrast, |n| = 2 alone gives about 3% of the full strength and |n| = 3 alone about 150%, partly cancelled by the others.

The calculated strength is very small. Summed over the three highest valence states and the two folded conduction states, the squared momentum elements are 7.7 × 10⁻⁶ of a reference sum. The reference is the direct transition in bulk silicon at Γ, summed over three valence and four conduction states. The structure has an inversion centre at the middle of the germanium layers, and the three valence states are even under it. Of the two folded states only the lower one is odd, so it carries all the strength and the upper one stays forbidden. About 6.4 × 10⁻⁶ of the sum comes from the valence state 24 meV below the top; the topmost state gives only 5.5 × 10⁻⁷. At U = 0.50 eV the U² law is no longer accurate: the strength divided by U² doubles between 0.1 and 0.5 eV. The transition to the lower state is allowed, but in this step model it is weaker than the reference by a factor of about 10⁵. That factor belongs to the step: the rough atomic contrast described above gives between 5 × 10⁻⁴ and 10⁻³ of the reference, still weak but roughly a hundred times larger.

**Strain and the other four valleys**

The valleys along [100] and [010] have an in-plane wavevector of 0.854. The in-plane components of superlattice reciprocal vectors are integers in units of 2π/a, because A₁ and A₂ require their sum and difference to be even. No such vector can bring these valleys to Γ. Folding therefore helps the conduction edge only if the growth-axis valleys are the lower ones, and strain largely decides that.

Take a relaxed Si₀.₄Ge₀.₆ buffer. With 0.566 nm for germanium, linear interpolation gives it a lattice constant of 0.5568 nm. The layers adopt this value in the plane. Their top surface is free, so the vertical stress vanishes:

C₁₁ε⊥ + 2C₁₂ε∥ = 0, so ε⊥ = −2(C₁₂/C₁₁)ε∥.

Rough elastic constants C₁₁ and C₁₂ are 166 and 64 GPa for silicon, and 129 and 48 GPa for germanium. The strains ε∥ and ε⊥ are then 2.54% and −1.96% in silicon, and −1.63% and 1.21% in germanium.

A valley along axis i shifts by Ξ εᵢᵢ, apart from a shift common to all six. With a rough Ξ = 9 eV for both materials, the in-plane valleys lie above the growth-axis valleys by Ξ(ε∥ − ε⊥). In the silicon layers this is

9 × (0.0254 + 0.0196) = 0.405 eV.

In germanium it is 9 × (−0.01625 − 0.01210) = −0.255 eV. An electron spread evenly over the ten layers sees the average,

(6 × 0.405 − 4 × 0.255)/10 = 0.141 eV.

The silicon layers taken alone and the ten-layer average both favour the folded valleys; the germanium layers taken alone do not. On a silicon buffer, with the same layers, the average is −0.255 eV and the order is reversed. The average changes sign near 39% germanium in the buffer. It is 0.009 eV at 40%, and −0.024 eV near 35%, where the in-plane forces of the two layers balance. These estimates omit confinement, band offsets and germanium's own low valleys at L. Near a balanced buffer the omitted terms matter: in the unstrained step model, the step alone puts the in-plane valleys about 35 meV above the growth-axis minimum.

Strain also makes the layer spacings unequal: 0.1331 nm in silicon and 0.1432 nm in germanium. The period becomes 6 × 0.1331 + 4 × 0.1432 = 1.371 nm. The fraction 0.8 still holds when X is defined by the mean spacing. Measured against the strained silicon's own Γ-X distance, 2π/(4d) with d = 0.1331 nm, the fold point is

2(2π/L)/(2π/4d) = 8d/L = 0.776.

In the unstrained silicon bands, this fraction lies 35 meV above the minimum, twice the earlier 17 meV.

**Beside real structures**

The computed indirect gap of silicon is 0.83 eV (0.82 eV with a converged basis), well below the real value of roughly 1.1 eV, so energy differences of a few meV indicate scale only. The silicon strain of 2.5% is large. The layer-averaged in-plane strain is (6 × 2.54 − 4 × 1.63)/10 = 0.87%, which limits how thick a stack can grow before dislocations relax it. Real interfaces also intermix. If the step is smeared by a Gaussian of standard deviation one monolayer, its n = 2 component is multiplied by exp[−(0.4π)²/2] = 0.45. The n = −3 component, which matters more for the optical strength, is multiplied by exp[−(0.6π)²/2] = 0.17. With the smeared step of 0.50 eV the strength falls to about one tenth, and the splitting at Γ from 9.2 to about 0.3 meV. At first order that splitting comes mainly from |n| = 4, whose factor is exp[−(0.8π)²/2] = 0.04. The order of the pair also reverses: the lower state is now the even, forbidden one. Errors in the period matter too: a uniform change from ten layers to eight or twelve moves the nearest fold point from 0.054 to 0.146 away from k₀, while nine or eleven layers put it at 0.889 or 0.909, a distance of 0.035 or 0.055.
